Spurious forces and vibrational frequencies from the egg-box ripple

**Problem**

An electronic-structure program represents wavefunctions and potentials on a uniform grid of spacing h. An isolated atom of mass M is moved along one grid axis, with its other two coordinates fixed. Space is uniform, so the true energy does not depend on the position X of the atom. The computed energy does: it rises and falls as the atom passes over grid points and the gaps between them. This is the egg-box effect. Let A be the amplitude of the ripple, meaning half the height from valley to peak.

(a) Find the largest spurious force on the atom.

(b) Find the spurious harmonic frequency of the atom, and evaluate both results for carbon-12 with A = 1 meV and h = 0.2 Å.

(c) State when the estimate fails because the ripple is not a pure cosine.

(d) Frequencies are often obtained from forces at finite displacements ±d. Find how d changes the answer.

(e) Two such carbon atoms are joined by a spring that gives a true stretching wavenumber of 1500 cm⁻¹. Find what the ripple does to the stretch and to the translation along the bond, which should have zero frequency.

(f) Decide whether the frequency in (b) describes a real quantum vibration of the atom in the ripple.

(g) Find the ripple amplitude that keeps the spurious wavenumber of a single carbon atom at 10 cm⁻¹.

The symbol h denotes the grid spacing throughout, not Planck's constant. No electromagnetic quantity enters the algebra, so the formulas hold in any consistent system of units. The speed of light c appears when a frequency is converted to a wavenumber.

**Solution**

**The form of the ripple**

Take a grid that is periodic, or so large that its edges do not matter. Moving the atom by h places it in the same position relative to the grid points as before, with the points relabelled. The computed energy therefore satisfies

E(X + h) = E(X).

Measure X from a grid point. If the atom and the discretized equations are symmetric under the reflection that reverses X and leaves the other two coordinates unchanged, then also E(−X) = E(X). A spherical atom on a rectangular grid with the usual symmetric difference formulas meets this condition. A smooth function that is periodic and even has a cosine series:

E(X) = a₀ + Σₘ aₘ cos(mGX), m = 1, 2, 3, …

G = 2π/h.

The main assumption of the estimate is that the term m = 1 dominates. If a₁ is negative, the minimum lies on a grid point. If a₁ is positive, it lies halfway between two points, because cos[G(X − h/2)] = cos(GX − π) = −cos(GX). Both cases are covered by

E(X) = E₀ − A cos[G(X − X₀)], A = |a₁|,

where X₀ is the position of a minimum. The energy runs from E₀ − A to E₀ + A, so the full height of the ripple is 2A.

**(a) The force**

Assume that the program's force is the gradient of its own discretized energy. Then

F(X) = −dE/dX = −GA sin[G(X − X₀)].

The minus sign makes the force point back towards the minimum for a small positive displacement. The sine has largest magnitude 1, reached at X − X₀ = ±h/4, so

F_max = GA = 2πA/h.

The force is largest where the energy passes through its mean value, and it vanishes at the minima and maxima. An atom placed at one of these points therefore shows no spurious force along the axis, however large the ripple is.

If the program uses a force expression that is not the gradient of its discretized energy, A no longer fixes the force. The force ripple must then be measured directly.

**(b) The frequency**

Differentiate the energy once more:

d²E/dX² = G²A cos[G(X − X₀)].

At the minimum the cosine is 1, and the force constant is

K = G²A.

For a small displacement u = X − X₀ the force is −Ku, and Newton's equation M d²u/dt² = −Ku has solutions of angular frequency √(K/M). Hence

ω = G √(A/M) = (2π/h) √(A/M).

The corresponding wavenumber is

ω/(2πc) = (1/(hc)) √(A/M).

At a maximum of the ripple the curvature is −K. The squared frequency is then −ω², and a program that diagonalizes the force constants reports an imaginary frequency of the same size.

Each derivative brings a factor G. The ripple varies on the length 1/G = h/(2π), which is much shorter than a bond, and this is how a small energy error becomes a large error in a second derivative.

For carbon-12 the inputs are A = 0.001 eV, h = 0.2 Å and M = 1.99265 × 10⁻²⁶ kg. First,

G = 2π/(0.2 Å) = 31.416 Å⁻¹,

F_max = 31.416 Å⁻¹ × 1 meV = 31.4 meV/Å,

K = (31.416 Å⁻¹)² × 0.001 eV = 0.987 eV/Å².

Since 1 eV/Å² is 16.02 N/m, K is 15.81 N/m, and

ω = √(15.81 / 1.99265 × 10⁻²⁶) s⁻¹ = 2.817 × 10¹³ s⁻¹.

Division by 2πc = 1.8837 × 10¹¹ cm/s gives 149.55 cm⁻¹, or about 150 cm⁻¹. The period is 223 fs.

The definition of A matters here. If 1 meV is the full height from valley to peak, the amplitude is 0.5 meV. The force is then halved, and the wavenumber falls by √2 to 106 cm⁻¹.

The formulas also show what refining the grid must achieve. At fixed A, a smaller h makes both errors larger. The force error decreases under refinement if A falls faster than h, and the frequency error decreases if A falls faster than h².

**(c) When one cosine is not enough**

Keep the full series. Its first derivative gives

F(X) = G Σₘ m aₘ sin(mGX),

and its second derivative at X = 0 gives

K(0) = −G² Σₘ m² aₘ.

Harmonic m enters the force with weight m and the force constant with weight m². A second harmonic that is small in the energy is thus four times as important, relative to the first, in the curvature. The one-cosine estimate of the frequency is reliable if the terms m²|aₘ| for m ≥ 2 add up to much less than |a₁|. As this sum grows, the estimate can become seriously wrong, although terms of opposite sign may happen to cancel.

A small model shows both situations. One electron moves on a periodic one-dimensional grid of 100 points with h = 0.2 Å, in the attractive well

V(x) = −V₀ exp[−(x − X)²/(2s²)], V₀ = 20 eV.

The kinetic energy is the three-point finite-difference matrix. The well plays the part of the atom, and the lowest eigenvalue E(X) is its energy. If v is the normalized real eigenvector of the matrix H, then E = vᵀHv. Differentiation gives

dE/dX = vᵀ(dH/dX)v + 2(dv/dX)ᵀHv.

In the last term Hv = Ev, and 2(dv/dX)ᵀv = d(vᵀv)/dX = 0 because v stays normalized. The kinetic matrix does not depend on X, so the force is

F = −vᵀ(dV/dX)v.

It is the gradient of the discretized energy, as assumed in (a), and is obtained without reference to A.

For s = 0.18 Å the computed amplitude is 0.637 meV, and the second harmonic is about 10⁻⁵ of the first. The largest force from the eigenvectors is 20.0 meV/Å, in agreement with GA. The curvature, 0.628 eV/Å², agrees with G²A.

A carbon mass released at rest on this computed energy curve, at 0.02h from the minimum, oscillates at 119.21 cm⁻¹ according to its timed quarter period. The harmonic formula gives 119.32 cm⁻¹. The small difference is expected from the finite release distance. With θ = Gu the equation of motion is

d²θ/dt² = −ω² sin θ ≈ −ω²(θ − θ³/6).

Insert θ = θ₀ cos(Ωt) and use cos³ = (3/4) cos + a third harmonic, which is dropped at this order. The terms in cos(Ωt) give

Ω² = ω²(1 − θ₀²/8), so Ω ≈ ω(1 − θ₀²/16).

Here θ₀ = 2π × 0.02 = 0.126, and the predicted reduction is 0.10 percent of ω. The observed difference, 0.11 cm⁻¹ out of 119.32 cm⁻¹, is also about 0.1 percent, in agreement within the rounding of the two wavenumbers.

For the narrower well, s = 0.05 Å, the width is a quarter of the grid spacing. The amplitude is now 479 meV, and the second harmonic is 0.177 of the first. The true curvature at X = 0 is 1.75 times G²A, where A is half the full height. The sum with weights m² reproduces the computed curvature. With the extremes at X = 0 and X = h/2, the half height is A = |a₁ + a₃ + …|, so the even harmonics do not enter A. The second harmonic has the same sign as the first, and |a₁| = 476 meV is close to A. It therefore adds about 4 × 0.177 = 0.71 to the ratio, which is most of the excess of 0.75. The third harmonic, 0.007 of the first, supplies roughly the rest. The point X = 0 is the energy minimum of this ripple. Since 1/√1.75 = 0.76, the simple formula gives a spurious frequency there that is about 24 percent too low, even though A is known. These narrow-well numbers belong to the 100-point ring. At X = h/2 the electron is bound by less than 0.1 eV and feels its periodic images. On a grid of 400 points or more the amplitude becomes 487 meV, the second harmonic 0.169 of the first and the curvature ratio 1.73, while the frequency error stays at about 24 percent. The results for s = 0.18 Å do not change with the length of the grid.

**(d) Finite displacements**

Place the atom at a minimum and evaluate the force at X₀ + d and X₀ − d:

F(X₀ ± d) = ∓GA sin(Gd).

The central difference gives the apparent force constant

K_d = −[F(X₀ + d) − F(X₀ − d)]/(2d) = GA sin(Gd)/d.

Multiply numerator and denominator by G and use K = G²A:

K_d = K sin(Gd)/(Gd).

For Gd much less than 1 the ratio tends to 1 and the full curvature is recovered. The apparent frequency is reduced by the square root of the ratio, as long as the ratio is positive.

With h = 0.2 Å and d = 0.01 Å, Gd is 0.314 and the ratio is 0.984. The 150 cm⁻¹ of part (b) becomes 148 cm⁻¹. With d = 0.05 Å, Gd is π/2, the ratio is 2/π = 0.637, and the wavenumber becomes 119 cm⁻¹. The electron model with the smooth well, s = 0.18 Å, confirms both ratios. The formula holds only for a pure cosine: for the narrow well, with its strong second harmonic, the ratios are 0.960 and 0.354.

The ratio 0.637 has the same digits as the amplitude of 0.637 meV found in (c), and so the two wavenumbers of 119 cm⁻¹ also coincide. This is an accident of the chosen well: the ratio depends on Gd alone, whereas the amplitude changes with the width of the well.

At d = h/2 the sine vanishes and the ripple disappears from the force constant. The energy surface has not improved; the two displaced points are simply places where the spurious force is zero. A larger displacement also brings in the anharmonicity of the real bonds, so it is not a free remedy.

**(e) Two atoms and a spring**

Let x₁ and x₂ be the positions along the bond, b the natural length of the spring and k its constant. Assume that each atom carries its own ripple, unaffected by the other. With the ripple minima on grid points, the energy is

U = ½k(x₂ − x₁ − b)² − A cos(Gx₁) − A cos(Gx₂).

Without the ripple, the relative coordinate has reduced mass M/2, so the true stretch satisfies

ω₀² = k/(M/2) = 2k/M.

For 1500 cm⁻¹ this gives k = 49.6 eV/Å², about fifty times K.

A harmonic analysis needs a point where the forces vanish. At x₂ − x₁ = b the spring exerts no force, and the ripple exerts none if each atom sits at a minimum or a maximum. The matrix of second derivatives there is

[ k + K₁, −k ]
[ −k, k + K₂ ],

where Kᵢ = G²A cos(Gxᵢ) is +K at a minimum and −K at a maximum.

**Both atoms at minima.** This requires b to be a whole multiple of h. The matrix is the spring matrix plus K times the unit matrix. Its eigenvectors remain (1, 1) and (1, −1), with eigenvalues K and 2k + K. Division by M gives

ω²(translation) = ω²,

ω²(stretch) = ω₀² + ω²,

where ω on the right is the single-atom result of (b). The translation acquires the full 150 cm⁻¹. For ω much smaller than ω₀, the stretch shifts by

√(ω₀² + ω²) − ω₀ ≈ ω²/(2ω₀),

which is 149.55²/3000 = 7.5 cm⁻¹. The numerical second derivatives give 1507.4 cm⁻¹.

**Both atoms at maxima.** Here K is replaced by −K. The translation has an imaginary frequency of size 150 cm⁻¹, and the stretch falls to 1492.5 cm⁻¹.

**One atom at each.** This requires b to be a whole multiple of h plus h/2. The diagonal elements are k + K and k − K. An eigenvalue λ satisfies

(k + K − λ)(k − K − λ) − k² = 0,

(k − λ)² − K² − k² = 0,

λ = k ± √(k² + K²).

For K much smaller than k, √(k² + K²) ≈ k + K²/(2k). The lower eigenvalue is therefore −K²/(2k). Substitute K = Mω² and 2k = Mω₀², and divide by M:

ω²(translation) ≈ −ω⁴/ω₀².

The frequency is imaginary, with size ω²/ω₀ = 149.55²/1500 = 14.9 cm⁻¹. The upper eigenvalue, 2k + K²/(2k), gives a squared frequency ω₀² + ω⁴/ω₀², and the stretch stays at 1500.1 cm⁻¹.

The near cancellation has a simple origin. When the pair moves rigidly by u, the two ripples are −A cos(Gu) and +A cos(Gu), and they add to zero. What remains comes from the small change of bond length that the opposite ripple forces produce as the pair moves. Let the bond stretch by δ, with x₁ = u − δ/2 and x₂ = b + u + δ/2. The ripples then add to −A cos[G(u − δ/2)] + A cos[G(u + δ/2)] = −2A sin(Gu) sin(Gδ/2) ≈ −Kuδ. The energy ½kδ² − Kuδ is lowest at δ = Ku/k, where it equals −K²u²/(2k). This is a force constant −K²/k acting on the total mass 2M, and it gives the squared frequency −K²/(2kM) found above.

The cases are collected here for A = 1 meV and h = 0.2 Å, except where the full height is stated to be 1 meV. The letter i marks an imaginary frequency.

| Case | Spurious mode (cm⁻¹) | Stretch (cm⁻¹) |
|---|---|---|
| One atom at a minimum | 150 | none |
| Same, full height 1 meV | 106 | none |
| Same as first, d = 0.05 Å | 119 | none |
| Pair, both at minima | 150 | 1507.4 |
| Pair, both at maxima | 150i | 1492.5 |
| Pair, one at each | 14.9i | 1500.1 |

In all three pair cases the ripple shifts each squared frequency by at most ω², upwards or downwards. A stiff mode is therefore changed little, whereas a soft mode can be changed completely. The result also depends on where the atoms sit relative to the grid. Repeating a calculation with the whole molecule shifted by a fraction of h can therefore reveal the error. One shift may not suffice: in this model, moving the third pair rigidly by h/2 exchanges the roles of its two atoms and leaves both frequencies unchanged.

**(f) Is it a real vibration?**

The frequency in (b) comes from a curvature. To see whether it also describes quantum levels, consider the atom as a particle with the Hamiltonian

H = p²/(2M) − A cos(GX),

with energies measured from the mean of the ripple. In the states that repeat with period h, the plane waves exp(inGX) have kinetic energies n²E_R, where

E_R = ħ²G²/(2M).

Since cos(GX) = ½[exp(iGX) + exp(−iGX)], the ripple couples n to n ± 1 with matrix element −A/2. For A much smaller than E_R, second-order perturbation theory for the state n = 0 has two equal terms:

E_ground ≈ −2 (A/2)²/E_R = −A²/(2E_R).

For the carbon example E_R is 172 meV, so the shift is −(1 meV)²/(344 meV) = −2.9 μeV. The ground level lies 0.997 meV above the bottom of the ripple, almost at the mean energy. The atom is nearly free.

The harmonic picture would predict something quite different. It gives ħω = 18.5 meV and a zero-point energy of 9.27 meV above the bottom, although the whole well is 2 meV deep. The reason follows from

(ħω)² = ħ²G²A/M = 2A E_R.

Harmonic levels deep in the well require ħω much less than 2A. Squaring this condition gives 2A E_R much less than 4A², or E_R much less than 2A. Here the inequality is strongly reversed.

The 150 cm⁻¹ is thus an error in a force constant and not a vibration that the atom would perform in its quantum ground state. It still does harm if it is used as a frequency: inserting this mode in a harmonic zero-point sum adds a spurious 9.27 meV. In classical dynamics the atom oscillates in one well if its energy along the axis is less than 2A above the bottom. With more energy it passes over the ripple, and its speed is modulated.

**(g) The allowed ripple**

Solve ω = G√(A/M) for the amplitude:

A = M(ω/G)².

At fixed mass and spacing, A varies as the square of the wavenumber. From the carbon result,

A = 1 meV × (10/149.55)² = 4.5 μeV.

Reducing the frequency error by a factor of 15 requires an energy ripple about 220 times smaller. The corresponding force ripple also falls by about 220, because it is linear in A. A ripple that is acceptable for energies, or even for forces, may therefore still be too large for soft vibrations.

The formulas for the force, the curvature, the finite displacement, the pair and the quantum ground level are checked numerically in the numerical check.

Computed results

```
CARBON ESTIMATE
ripple amplitude A = 1.000 meV
grid spacing h = 0.200 angstrom
carbon-12 mass = 1.99265e-26 kg
G = 2 pi/h = 31.4159 1/angstrom
largest force = 31.416 meV/angstrom
force constant = 0.9870 eV/angstrom^2
angular frequency = 2.8170e+13 rad/s
spurious wavenumber = 149.55 cm^-1
harmonic period = 223.0 fs
wavenumber if 1 meV is peak to valley = 105.75 cm^-1
target spurious wavenumber = 10.0 cm^-1
allowed amplitude for target = 4.471 micro-eV
ELECTRON IN A MOVING GAUSSIAN WELL
well depth = 20.0 eV; grid points = 100
smooth well width = 0.18 angstrom
computed ripple amplitude = 0.6366 meV
second/first harmonic = 9.91e-06
largest computed force = 19.9989 meV/angstrom
force from G A = 19.9989 meV/angstrom
computed curvature = 0.62830 eV/angstrom^2
curvature from G^2 A = 0.62828 eV/angstrom^2
timed carbon wavenumber = 119.21 cm^-1
wavenumber from formula = 119.32 cm^-1
d = 0.01 angstrom: K ratio computed 0.9836, formula 0.9836
  apparent wavenumber for 1 meV = 148.32 cm^-1
d = 0.05 angstrom: K ratio computed 0.6366, formula 0.6366
  apparent wavenumber for 1 meV = 119.32 cm^-1
narrow well width = 0.05 angstrom
narrow well amplitude = 479.12 meV
narrow second/first harmonic = 0.1769
narrow curvature / (G^2 A) = 1.7519
narrow harmonic sum / curvature = 1.000016
TWO CARBON MASSES (negative means imaginary)
stretch without ripple = 1500.0 cm^-1
spring constant = 49.645 eV/angstrom^2
both at minima: 149.54 and 1507.44 cm^-1
both at maxima: -149.54 and 1492.53 cm^-1
one at each: -14.91 and 1500.07 cm^-1
QUANTUM CHECK
E_R = 171.90 meV
hbar omega = 18.542 meV
harmonic zero-point energy = 9.271 meV
ripple well depth 2A = 2.000 meV
true ground level above well bottom = 0.9971 meV
true ground level from mean energy = -2.909 micro-eV
```
